# Final grain density from nucleation in a shrinking amorphous volume

An amorphous solid is heated at time \(t=0\) and then held at constant temperature. Crystal nuclei appear at random and independently, at a constant rate \(I\) per unit volume of material that is still amorphous. Each nucleus grows as a sphere of radial speed \(u\), and growth stops wherever two grains meet. The sample is at first taken as unbounded and uniform, with no crystals present at the start. The critical radius of a nucleus, the change of density on crystallization and later coarsening are neglected. The problem is to find how many grains remain when no amorphous material is left, and when planar regrowth from a crystalline substrate changes the answer.

## (a) Relate the number of grains to the amorphous fraction

**Question.** Let \(A(t)\) be the expected fraction of the original volume that is amorphous at time \(t\), and \(N(t)\) the expected number of grains per unit original volume. Express the final density \(N\) through \(A\).

**Solution.** A unit of original volume contains the amorphous volume \(A(t)\), and births occur in that part alone. During \(dt\) the expected number of births is therefore \(I A(t)\,dt\). No grain disappears, since coarsening is neglected, so

\[
\frac{dN}{dt}=I A(t),\qquad N=I\int_0^\infty A(t)\,dt .
\]

The integral is an effective duration of nucleation. It is finite because growth consumes the material in which nuclei can form.

## (b) Find the amorphous fraction

**Question.** Grains block one another, and no nuclei form inside crystal. Find \(A(t)\) with both effects included.

**Solution.** Add fictitious nuclei, born at the same rate \(I\) per volume inside material that has already crystallized. They are not grains and will not be counted. Real and fictitious births together form a Poisson process of uniform density \(I\) in space and time, which is easy to handle. It must be shown that the addition leaves \(A(t)\) unchanged.

A nucleus born at position \(\mathbf x_i\) and time \(s_i\), growing unhindered, would reach a point \(\mathbf r\) at

\[
T_i=s_i+\frac{|\mathbf r-\mathbf x_i|}{u}.
\]

Suppose nucleus \(j\) is fictitious. Its birthplace was then already covered by a real grain \(i\), so \(s_i+|\mathbf x_j-\mathbf x_i|/u\le s_j\). The triangle inequality gives

\[
T_i\le s_i+\frac{|\mathbf x_j-\mathbf x_i|}{u}+\frac{|\mathbf r-\mathbf x_j|}{u}
\le s_j+\frac{|\mathbf r-\mathbf x_j|}{u}=T_j .
\]

The fictitious nucleus never arrives before the real one. Blocking is settled in the same way. If the earliest arrival at \(\mathbf r\) were blocked at a point on its straight path, the blocking grain would have reached that point sooner. Growing at the same speed, it would also reach \(\mathbf r\) sooner, which is a contradiction. So \(\mathbf r\) crystallizes at the smallest \(T_i\), computed as if all spheres grew freely. The argument relies on equal speeds.

The point \(\mathbf r\) is thus amorphous at \(t\) if no birth at any earlier time \(s\) lay within the distance \(u(t-s)\). The mean number of such births is, with \(a=t-s\),

\[
Y(t)=I\int_0^t\frac{4\pi}{3}u^3(t-s)^3\,ds
=\frac{4\pi}{3}Iu^3\int_0^t a^3\,da
=\frac{\pi}{3}Iu^3t^4 .
\]

For a Poisson process the probability of no event is \(e^{-Y}\). Hence

\[
A(t)=\exp\!\left(-\frac{\pi}{3}Iu^3t^4\right).
\]

At early times \(1-A\approx Y\), the summed volume of separate spheres. Later \(Y\) grows without limit while \(1-A\) stays below one, because overlaps are counted in \(Y\).

## (c) Obtain the final grain density

**Question.** Carry out the time integral and explain the resulting power of \(I/u\).

**Solution.** Put \(b=\pi Iu^3/3\) and \(y=bt^4\). Then \(t=(y/b)^{1/4}\) and \(dt=\tfrac14 b^{-1/4}y^{-3/4}dy\), so

\[
N=I\int_0^\infty e^{-bt^4}dt
=\frac{I}{4b^{1/4}}\int_0^\infty y^{-3/4}e^{-y}dy
=\frac{I}{b^{1/4}}\,\frac{\Gamma(1/4)}{4}
=\frac{I}{b^{1/4}}\,\Gamma\!\left(\tfrac54\right),
\]

where \(\Gamma(5/4)=\tfrac14\Gamma(1/4)\) was used. Inserting \(b^{-1/4}=(3/\pi)^{1/4}I^{-1/4}u^{-3/4}\) gives

\[
\boxed{N=\Gamma\!\left(\tfrac54\right)\left(\frac3\pi\right)^{1/4}\left(\frac Iu\right)^{3/4}
\approx0.896\left(\frac Iu\right)^{3/4}}
\]

The power also follows from dimensions. The ratio \(I/u\) has dimension length\(^{-4}\), and it is the one combination of \(I\) and \(u\), up to powers, that contains no time. A density, length\(^{-3}\), must be its \(3/4\) power. Multiplying both rates by the same factor speeds up the process but leaves the grain density unchanged.

A direct simulation tests the prefactor without fictitious nuclei or the exponential law. Random births were rejected if they fell inside an existing grain, and the rest were counted. With \(I=u=1\), six runs in a periodic cube of side 14 produced 14769 grains and a prefactor of 0.897.

## (d) Find when the grains are born

**Question.** What fraction of the final grains exists when half the volume has crystallized?

**Solution.** Stopping the integral of part (c) at time \(t\) changes the upper limit of \(y\) to \(Y(t)\):

\[
\frac{N(t)}{N}=\frac{1}{\Gamma(1/4)}\int_0^{Y(t)}y^{-3/4}e^{-y}dy .
\]

Half the volume is crystalline when \(e^{-Y}=1/2\), that is, when \(Y=\ln2\):

\[
t_{1/2}=\left(\frac{3\ln2}{\pi Iu^3}\right)^{1/4}.
\]

The integral with upper limit \(\ln 2\) gives \(N(t_{1/2})/N=0.890\); the simulation gave 0.891. Most grains are born early because \(Y\) rises as \(t^4\). At half of \(t_{1/2}\) it has only one sixteenth of its value at \(t_{1/2}\), so nucleation has hardly been hindered up to then. The second half of the transformation is mainly growth of grains that already exist.

## (e) Evaluate a thick layer

**Question.** Take \(I=10^{-5}\ \mu\mathrm{m^{-3}\,s^{-1}}\) and \(u=10^{-4}\ \mu\mathrm{m/s}\) at 873 K. Find the grain density, the grain size and the duration.

**Solution.** The ratio is \(I/u=0.1\ \mu\mathrm m^{-4}\), so

\[
N=0.896\,(0.1)^{3/4}\ \mu\mathrm m^{-3}=0.159\ \mu\mathrm m^{-3}
=1.59\times10^{11}\ \mathrm{cm^{-3}} .
\]

The mean grain volume is \(1/N=6.28\ \mu\mathrm m^3\). A sphere of that volume has the diameter \((6/\pi N)^{1/3}=2.29\ \mu\mathrm m\), although real grain shapes are set by impingement. The half-transformation time is

\[
t_{1/2}=\left[\frac{3\ln2}{\pi\,(10^{-5})(10^{-4})^3}\right]^{1/4}\mathrm s
=1.60\times10^4\ \mathrm s\approx4.5\ \mathrm h .
\]

Replacing \(\ln2\) by \(\ln100\) gives \(2.58\times10^4\) s for 99% crystallization.

These are round model values chosen for illustration, not data for a particular material. A layer several micrometres thick is only a few grains deep here, so its surfaces need attention.

## (f) Include the two faces of a layer

**Question.** The layer has thickness \(h\), and its faces neither nucleate nor seed crystal. Find the number of grains per unit area and its thin-layer limit.

**Solution.** A straight line between two points of the layer stays inside it, so the first-arrival argument still holds. Only the volume from which a nucleus can reach the point changes. For a point at height \(z\), a sphere of radius \(r\) loses a cap at each face that it crosses. The cap beyond a plane at distance \(d<r\) has the volume

\[
C(r,d)=\int_d^r\pi(r^2-x^2)\,dx=\frac\pi3\left(2r^3-3r^2d+d^3\right),
\]

and \(C=0\) for \(r\le d\). With \(r=u(t-s)\), hence \(ds=-dr/u\),

\[
Y(z,t)=\frac Iu\int_0^{ut}\left[\frac{4\pi}{3}r^3-C(r,z)-C(r,h-z)\right]dr,
\]

\[
N_A=I\int_0^h dz\int_0^\infty e^{-Y(z,t)}dt .
\]

Removing caps lowers \(Y\), so the amorphous material survives longer and \(N_A\) exceeds \(Nh\).

In a thin layer most of the transformation occurs when \(ut\gg h\). The clipped sphere is then nearly a disc of volume \(\pi r^2h\), and \(Y\approx ct^3\) with \(c=\pi Ihu^2/3\). Substituting \(y=ct^3\), \(dt=\tfrac13c^{-1/3}y^{-2/3}dy\), gives

\[
N_A\approx Ih\,\frac{\Gamma(1/3)}{3c^{1/3}}
=\Gamma\!\left(\tfrac43\right)\left(\frac3\pi\right)^{1/3}\left(\frac{Ih}{u}\right)^{2/3}.
\]

The typical disc radius is \((u/Ih)^{1/3}\). Requiring it to be much larger than \(h\) gives the condition \(h\ll(u/I)^{1/4}\), a length of 1.78 µm in the example.

With the example's \(I\) and \(u\) held fixed, the full integral gives:

- For \(h=5\ \mu\mathrm m\), \(N_A=0.824\ \mu\mathrm m^{-2}\), against \(Nh=0.797\ \mu\mathrm m^{-2}\). The bulk law is low by about 3%.
- For \(h=0.2\ \mu\mathrm m\), \(N_A=0.0648\ \mu\mathrm m^{-2}\), against \(Nh=0.0319\ \mu\mathrm m^{-2}\). The bulk law is low by a factor of two.

## (g) Let planar regrowth compete

**Question.** The face \(z=0\) now touches a crystalline substrate, from which a planar front advances at the same speed \(u\). How many separate grains form?

**Solution.** The front would reach height \(z\) at time \(z/u\). It enters the argument of part (b) as one more possible first arrival. A fictitious nucleus born behind it, at height \(z'\le us'\), cannot reach \(z\) before

\[
s'+\frac{z-z'}u\ge\frac{z'}u+\frac{z-z'}u=\frac zu ,
\]

so it never beats the front. A grain that blocks the front at some point also reaches the points directly above that point, on the side away from the substrate, sooner than the front would have done. Births at height \(z\) are therefore possible only for \(t<z/u\):

\[
N_A=I\int_0^hdz\int_0^{z/u}e^{-Y(z,t)}dt .
\]

Since \(Y\) is at most the full-sphere value at \(t=h/u\), it obeys \(Y\le\pi Ih^4/(3u)\). For \(h\ll(u/I)^{1/4}\) this is small, \(e^{-Y}\approx1\), and

\[
N_A\approx I\int_0^h\frac zu\,dz=\frac{Ih^2}{2u}.
\]

For \(h=0.2\ \mu\mathrm m\) this is \(0.1\times0.2^2/2=0.0020\ \mu\mathrm m^{-2}\), and the full integral agrees to the printed digits. That is one grain per 500 µm², about 16 times fewer than \(Nh\). The front crosses the layer in \(h/u=2000\) s, much less than \(t_{1/2}\).

The volume lost to these grains can be bounded. A point at height \(z\) joins the substrate crystal if no nucleus reaches it before \(z/u\), so it is lost with probability \(1-e^{-Y}\le Y\le\pi Iz^4/(3u)\). Averaged over the layer, the lost fraction is at most

\[
\frac1h\int_0^h\frac{\pi Iz^4}{3u}\,dz=\frac{\pi Ih^4}{15u}\approx3\times10^{-5}.
\]

In this model the thin layer regrows almost entirely as a continuation of its substrate. For \(h=5\ \mu\mathrm m\) the seeded layer has \(N_A=0.673\ \mu\mathrm m^{-2}\), still 85% of \(Nh\): random nucleation has time to fill about two thirds of the volume before the front arrives. This share, \(0.68\), is the average of \(1-e^{-Y(z,z/u)}\) over the layer; the substrate crystal takes the rest.

The simulation was repeated for both kinds of layer, with \(h=1\) (inert) and \(h=2\) (seeded) in units of \((u/I)^{1/4}\). The ratios of counted to predicted grains were 0.989 and 0.998.

## (h) Judge the remaining assumptions

**Question.** How far do other departures move the numbers of part (e)?

**Solution.** Each effect is taken alone, with the other settings held fixed. The sizes assumed for them are illustrative.

**Interface nucleation.** Let one face of the inert 5 µm layer nucleate at \(J=10^{-5}\ \mu\mathrm{m^{-2}\,s^{-1}}\). A nucleus on that face reaches height \(z\) from within a disc of area \(\pi(r^2-z^2)\), which adds \((\pi J/u)\int_z^{ut}(r^2-z^2)\,dr\) to \(Y\) for \(ut>z\). The grains born on the face, \(J\int_0^\infty e^{-Y(0,t)}dt\), are added to the count. The total rises by 16%.

**Gradual onset.** If no substrate or initial crystallite can grow in the meantime, a sharp delay before nucleation starts merely shifts the origin of time and leaves \(N\) unchanged. If the rate instead rises as \(I(t)=I(1-e^{-t/\tau})\), the same reasoning gives

\[
N=\int_0^\infty I(t)e^{-Y(t)}dt,\qquad
Y(t)=\frac{4\pi u^3}{3}\int_0^tI(s)(t-s)^3ds .
\]

For \(\tau=3600\) s, \(N\) falls by about 6%.

**Initial crystallites.** Let crystallites of negligible size be present at \(t=0\), placed at random and independently with density \(N_0\). This adds \(\tfrac{4\pi}3N_0u^3t^3\) to \(Y\). With \(N_0=0.020\ \mu\mathrm m^{-3}\), the total density, crystallites included, rises by only 2%. This is much less than \(N_0/N\approx13\%\), because the early crystals consume volume in which later nuclei would have formed.

**Anisotropic growth.** Let all grains be aligned ellipsoids that grow \(g\) times faster along one axis. Shrinking that coordinate by \(g\) restores spheres of speed \(u\), while densities per volume, and hence \(I\), are multiplied by \(g\). Transforming back divides the grain density by \(g\):

\[
N_g=\frac1g\,0.896\left(\frac{gI}{u}\right)^{3/4}=g^{-1/4}N .
\]

For \(g=2\) the density falls by 16%. Randomly oriented anisotropic grains are not covered, because a fictitious nucleus could then outrun the grain that contains it.

**Temperature.** If \(I\) and \(u\) follow Arrhenius laws with activation energies \(E_I\) and \(E_u\), then \(N\propto\exp[-\tfrac34(E_I-E_u)/k_BT]\), where \(k_B\) is Boltzmann's constant. With assumed rough values of 5 eV and 3 eV, an anneal 10 K hotter raises \(N\) by 25%.

**The real process.** For a thick layer on an inert support, departures of the sizes assumed here each change the example by some 2 to 25%, so more digits than 0.16 µm⁻³ would have no meaning. Larger departures can change it much more, and the sizes must be known before the number is applied to a real layer. A layer amorphized by implantation is often only a fraction of a micrometre thick and rests on its own crystal. It breaks the assumption of an unseeded, unbounded volume, and for the 0.2 µm case the grain count falls below the bulk estimate \(Nh\) by the factor of 16 found above. Real fronts may also move at a speed \(v\) different from \(u\). As long as few points are covered by grains before the front passes, height \(z\) stays amorphous until \(z/v\), and the thin-layer count becomes \(Ih^2/(2v)\). Under that condition, a faster front or a thinner layer favours regrowth over nucleation. The values behind these comparisons are in the numerical output.

## Table of computed values

```
prefactor, formula: 0.89601
prefactor, simulation: 0.8970 (14769 grains)
amorphous fraction at half time, simulation: 0.503
grains born by half time, formula: 0.8902
grains born by half time, simulation: 0.8908
simulated count / predicted count:
  rate 16 times larger: 1.014
  speed 3 times larger: 1.004
  inert layer: 0.989
  seeded layer: 0.998
  layer with interface nucleation: 1.011
  gradual rise of nucleation: 1.010
  initial crystallites: 1.013
  one growth axis twice as fast: 0.989
nucleation rate I: 1.0e-05 um^-3 s^-1
growth speed u: 1.0e-04 um/s
temperature: 873 K
ratio I/u: 0.100 um^-4
length (u/I)^(1/4): 1.778 um
final grain density N: 0.1593 um^-3 = 1.593e+11 cm^-3
mean grain volume 1/N: 6.276 um^3
diameter of sphere of that volume: 2.289 um
half-transformation time: 16040 s = 4.46 h
time to 99 % crystalline: 25752 s = 7.15 h
thick layer, thickness: 5.0 um
  bulk law times thickness: 0.7967 um^-2
  inert faces: 0.8241 um^-2, ratio 1.034
  seeded substrate: 0.6735 um^-2, ratio 0.845
  interface nucleation rate: 1.0e-05 um^-2 s^-1
  with it: 0.9560 um^-2, ratio to inert 1.160
thin layer, thickness: 0.2 um
  bulk law times thickness: 0.03187 um^-2
  inert faces: 0.06484 um^-2
  seeded substrate: 0.002000 um^-2
  estimate I h^2/(2u): 0.002000 um^-2
  planar regrowth time h/u: 2000 s
nucleation rise time: 3600 s
  density ratio to N: 0.944
initial crystallites: 0.020 um^-3
  total density ratio to N: 1.022
one growth axis twice as fast, ratio to N: 0.841
activation energies, nucleation and growth: 5.0, 3.0 eV
  anneal hotter by 10 K, density ratio to N: 1.253
```
